# Why two bulk calculations do not give an absolute deformation potential

**Question**

I need the valence-band offset between an unstrained and a strained region of the same crystal, and I am practising on diamond. I ran two periodic bulk calculations. One had a lattice constant of 0.357 nm; the other was stretched by 1.0 % along [001] with the in-plane lattice constant held fixed. The mean of the three upper valence levels at $\Gamma$ fell by 0.158 eV. Dividing by the logarithmic volume change gives a deformation potential of about $-16$ eV.

I have been told that this number is meaningless because each run has its own arbitrary average electrostatic potential. But my code returns the same energies every time. What is arbitrary about them, and what must I add to get the offset?

**Answer**

Your number is reproducible, but it is not the offset. The code fixes an undetermined constant by a convention, and the physical value of that constant changes with strain.

**Where the constant comes from**

I use Gaussian units and write $U=-e\phi$ for the electrostatic energy of an electron, with $e>0$. In a periodic crystal, Poisson's equation $\nabla^2\phi=-4\pi\rho$ becomes, for each reciprocal lattice vector,

$$G^2\phi(\mathbf G)=4\pi\rho(\mathbf G).$$

At $\mathbf G=0$ the left side vanishes, and so does the right side, because the cell is neutral. The equation reads $0=0$ and leaves the average $\phi(0)$ free. Adding a constant $C$ to $U$ gives

$$\left[-\frac{\hbar^2}{2m}\nabla^2+U+C\right]\psi_n=(E_n+C)\psi_n ,$$

so every level moves by $C$ and no wave function changes. A different $C$ may be chosen at each strain.

A gap within one run is safe, since $(E_c+C)-(E_v+C)=E_c-E_v$. Its strain derivative is safe too, as is the splitting of the valence levels. A valence level of one run minus a valence level of another contains $C_2-C_1$.

Nor does the bulk density fix the average relative to vacuum. Take a finite crystal and move $\eta$ electrons per unit area outward by a distance $d$ at its surfaces. This leaves a sheet of charge $+e\eta$ inside a sheet of charge $-e\eta$. Going inward from the field-free vacuum, the field between the sheets is $-4\pi e\eta$, so $\phi$ rises by $4\pi e\eta d$. The second sheet returns the field to zero. The interior therefore shifts by

$$\Delta U=-4\pi e^2\eta d ,$$

although its charge density is unchanged. For $\eta=0.002$ per bohr² and $d=0.5$ bohr this is $-0.342$ eV, and a numerical solution of Poisson's equation gives the same value.

**The missing term**

Now put both regions into one structure with no macroscopic electric field. Let $\bar U$ be the average electrostatic energy deep inside a region, on the scale common to both. Let $E_v^{(0)}$ be the bulk level calculated with zero average. Restoring the average gives

$$E_v=E_v^{(0)}+\bar U .$$

With $\Omega$ the cell volume, differentiation gives

$$a_v\equiv\frac{dE_v}{d\ln\Omega}
=\frac{dE_v^{(0)}}{d\ln\Omega}+\frac{d\bar U}{d\ln\Omega}.$$

Your two runs supply the first term. The second is the line-up.

It can be found in closed form if the crystal is built from rigid, neutral, spherical atoms. Let $u(r)$ be the electrostatic energy of an electron near one atom. Summing over all atoms and averaging over the volume per atom, $\Omega_{\rm at}$, gives

$$\bar U=\frac1{\Omega_{\rm at}}\int u\,d^3r .$$

Since $u=-e\phi$, we have $\nabla^2u=4\pi e\rho$. Multiply by $r^2$ and integrate by parts twice. The surface terms vanish because $u$ dies out outside a neutral spherical atom, and $\nabla^2r^2=6$, so

$$6\int u\,d^3r=\int r^2\nabla^2u\,d^3r=4\pi e\int r^2\rho\,d^3r .$$

For a point nucleus at the origin and electron density $n$, the nucleus contributes nothing to the last integral, and the electrons contribute $-eQ$ with $Q=\int r^2n\,d^3r$. Hence

$$\int u\,d^3r=-\frac{2\pi e^2}{3}Q .$$

A pseudopotential replaces $-Ze^2/r$ by a local potential $v_{\rm loc}$, where $Z$ is the ionic charge number. This adds $\alpha=\int(v_{\rm loc}+Ze^2/r)\,d^3r$:

$$\bar U=\frac{1}{\Omega_{\rm at}}\left(-\frac{2\pi e^2}{3}Q+\alpha\right).$$

For rigid atoms the bracket is constant, so $\bar U\propto1/\Omega$ and

$$\frac{d\bar U}{d\ln\Omega}=-\bar U .$$

A limiting case shows what goes wrong without this term. If the atoms are so far apart that they do not overlap, the true level is the atomic level and does not depend on volume. The zero-average level is $E_v^{(0)}=E_{\rm atom}-\bar U$, whose slope is $+\bar U$, a negative number. The separate runs then report a deformation potential where there is none.

**A test with both crystals in one potential**

A one-dimensional model allows a direct comparison. Each atomic plane has a positive Gaussian sheet of standard deviation $s_i=0.3$ bohr and an equal negative one of $s_e=1.0$ bohr, with $\eta_0=0.437$ elementary charges per bohr². The same integration by parts, now with $d^2x^2/dx^2=2$, gives for plane spacing $a$

$$\bar U=\frac{2\pi e^2\eta_0(s_i^2-s_e^2)}{a}.$$

I placed two crystals of 30 planes each in one potential, with vacuum between them. One had a spacing of 0.1799 nm and the other was stretched by 2.0 %. The quantity compared is the bottom of the lowest band.

- Diagonalizing the whole structure puts the stretched crystal's level higher by 0.199 eV.
- Separate bulk calculations put it lower by 0.193 eV.
- The line-up is $+0.392$ eV, and $-0.193+0.392=0.199$ eV.

The direct and aligned values differ by 0.0007 eV. The bulk difference alone has the wrong sign.

**Diamond**

For diamond I used LDA with the GTH-PADE pseudopotential and superposed free-atom densities. The crystal density was not made self-consistent. The atomic density has $Q=14.555$ bohr², $\alpha=-0.170$ hartree bohr³ and $\Omega_{\rm at}=38.381$ bohr³. In atomic units,

$$\bar U=\frac{-(2\pi/3)(14.555)-0.170}{38.381}
=-0.799\ \text{hartree}=-21.73\ \text{eV}.$$

The line-up slope is therefore $+21.73$ eV. The zero-average bulk levels have slope $-15.96$ eV, so

$$a_v=-15.96+21.73\approx5.8\ \text{eV}.$$

At your strain the volume ratio is 1.01, and the line-up shift is

$$\Delta\bar U=-21.73\left(\frac1{1.01}-1\right)=+0.215\ \text{eV}.$$

The mean valence level shifts by $-0.158+0.215=+0.058$ eV, using unrounded values. In this model it rises in the stretched region instead of falling.

The line-up was also obtained from a coherent superlattice of 24 unstrained and 24 strained atomic layers. Its potential was averaged over one layer spacing in the middle of each region. The difference was 0.2152 eV, equal to the formula's value to the digits printed.

For the bulk term and the rigid-atom line-up, using a uniaxial strain to find $a_v$ is legitimate for the mean of the three levels; a self-consistent junction dipole is not covered by this argument. To first order this mean is a scalar linear in the strain, and cubic symmetry allows it to depend only on the trace. A hydrostatic calculation gave 5.776 eV, against 5.775 eV from uniaxial strain.

The mean is not the band edge, however. The three levels split by 0.159 eV into a single level and a pair. Here the pair is on top, so the upper edge lies one third of the splitting, 0.053 eV, above the mean. That part needs no line-up, but it does depend on the density: in a coarse calculation with a 16 hartree cutoff, making the density self-consistent lowers the splitting by about 7 %, which is only a rough guide to the size of the effect.

**What a change of convention does**

Suppose a code leaves an average $C(\Omega)$ in the potential instead of zero. Its level is $E_v^{(0)}+C$, and the line-up to be added is $\bar U-C$. The sum is unchanged, but the bulk slope is not:

| Treatment of the average | Bulk slope (eV) | Line-up slope (eV) |
|---|---:|---:|
| Total average set to zero | $-15.96$ | $21.73$ |
| Point-ion average dropped, $\alpha$ term kept | $-15.84$ | $21.61$ |
| Smeared-ion average dropped, short-range part kept | $-13.67$ | $19.44$ |

Each row adds to 5.8 eV within rounding. The bulk slopes differ by up to 2.3 eV for the same crystal, atoms and pseudopotential. This is the sense in which your number is arbitrary.

The direct gap at $\Gamma$ has a deformation potential of $-3.63$ eV in all three rows. The corresponding conduction level has an absolute deformation potential of $5.78-3.63\approx2.1$ eV in this rigid-atom model. Both numbers depend on the density. In coarse calculations at 16 and 26 hartree, self-consistency makes the gap value less negative by about 0.85 eV. Together with the drop in $a_v$ described below, this brings the conduction value close to zero, so even its sign is not established.

**What to do in your calculation**

Build a supercell containing both regions, each thick enough to have a bulk-like interior. Average the electrostatic energy $U$ of an electron over one layer period in each interior. Measure each bulk level from the average $U$ of its own bulk run, which is zero only in some conventions, and add the supercell average for that region. The offset is the difference between the two sums. Use the same pseudopotential and the same definition of the averaged potential in the bulk and supercell runs. Separate slabs referred to vacuum will also contain any difference between their surface dipoles.

A self-consistent supercell matters because real atoms are not rigid. If strain creates a junction dipole proportional to the strain, the dipole formula above gives an energy step that is also proportional to the strain. It therefore changes the offset per unit strain, however small the strain is. Such a dipole can depend on the junction's orientation. If strain produces a macroscopic field, as in a piezoelectric crystal, the potential varies across the region and a single offset no longer describes it.

**How far to trust the diamond value**

The lattice constant is close to that of real diamond. A real layer pulled along [001] with free sides also contracts sideways. With a Poisson ratio of roughly 0.1, the strain trace falls to about 0.8 %, and the mean shift from 0.058 to about 0.046 eV. The model's direct gap is 5.98 eV, below the measured value of roughly 7 eV; a self-consistent density lowers it by a further 0.4 eV or so. Diamond's conduction minimum is not at $\Gamma$, so the conduction value above is not a device band offset.

The omitted charge rearrangement is a larger concern. Replacing the $s^2p^2$ atomic density by $s^1p^3$ changes $a_v$ from 5.8 to 6.8 eV, about 0.01 eV at 1 % strain. That does not bound the error. A coarse self-consistent estimate, with a 16 hartree cutoff, an eight-layer supercell and 2 % strain, lowers $a_v$ by roughly 4 eV. The line-up falls by only 6 to 8 %, a range that so thin a cell cannot narrow, and the bulk slope becomes about 16 % more negative (14 % at 26 hartree), but the two terms nearly cancel, so their sum changes by more than half. The value of 5.8 eV illustrates the method and should not be used for real diamond. Within the rigid-atom model, lowering the plane-wave cutoff from 44 to 34 hartree raises $a_v$ by 0.16 eV, and raising it to 84 hartree lowers $a_v$ by 0.09 eV, so even the first decimal is uncertain. Further digits serve only to compare calculations within the model. Spin–orbit coupling, lattice vibrations and corrections to LDA are also absent.

For scale, the thermal energy at 300 K is 0.026 eV. In this model, omitting the line-up causes an error of 0.215 eV in the mean level at 1 % strain, about eight times as large. The remaining values are in the numerical output below.

## Calculated quantities

```
One-dimensional test
plane spacing: 0.1799 nm
strain: 2.0 %
planes per crystal: 30
level shift, common potential: 0.1985 eV
level shift, separate bulk runs: -0.1929 eV
electrostatic line-up: 0.3921 eV
level shift, bulk plus line-up: 0.1992 eV
surface-dipole shift, Poisson: -0.3419 eV
surface-dipole shift, formula: -0.3419 eV
Carbon atom, spherical LDA
pseudo 2s level: -13.638 eV
all-electron 2s level: -13.644 eV
pseudo 2p level: -5.414 eV
all-electron 2p level: -5.420 eV
pseudo density moment Q: 14.555 bohr^2
all-electron density moment Q: 14.773 bohr^2
pseudopotential integral alpha: -0.1697 Hartree bohr^3
Diamond, superposed-atom LDA
lattice constant: 0.357 nm
volume per atom: 38.381 bohr^3
plane-wave cutoff: 44 Hartree
average electrostatic energy: -21.733 eV
direct gap at Gamma: 5.978 eV
naive a_v, zero total average: -15.957 eV
naive a_v, point-ion convention: -15.837 eV
naive a_v, smeared-ion convention: -13.669 eV
line-up slope: 21.733 eV
aligned absolute a_v: 5.775 eV
hydrostatic check of a_v: 5.776 eV
direct-gap deformation potential: -3.632 eV
Diamond, uniaxial [001] strain
strain: 1.0 %
naive valence-mean shift: -0.1576 eV
line-up shift, formula: 0.2152 eV
line-up shift, superlattice: 0.2152 eV
aligned valence-mean shift: 0.0576 eV
valence splitting: 0.1590 eV
Sensitivity and neglected scales
s1p3 density: naive a_v: -16.130 eV
s1p3 density: line-up slope: 22.941 eV
s1p3 density: aligned a_v: 6.811 eV
lower test cutoff: 34 Hartree
a_v change from lower cutoff: -0.1600 eV
nonlinear part at example strain: 0.00009 eV
thermal energy at 300 K: 0.0259 eV
```
